\section*{Apparent barrier for thermionic emission over a Gaussian barrier distribution}

\section*{Question}

I am doing an exercise on electrode-limited leakage through a porous organosilicate low-k film. The metal electrode does not have one barrier height. It is a patchwork, with barriers spread as a Gaussian of mean $1.40$ eV and standard deviation $0.10$ eV. The temperature is 300 K and the field is 0.5 MV/cm. I am asked which single barrier would give the same thermionic current.

My first answer was $1.40$ eV, because for every patch that is 0.1 eV too low there is another that is 0.1 eV too high. The exercise says that this is wrong. I can see that low patches should count for more, but I don't know how to calculate by how much. Would I find the same barrier from the slope of an Arrhenius plot? And does it matter whether the electrode is large or small?

\section*{Answer}

Your symmetry argument averages the barrier, but the patches conduct in parallel, so it is the current that must be averaged. The current is exponential in the barrier: a low patch gains far more than its high partner loses.

\subsection*{The current of one patch}

Measure the barrier $\phi$ from the Fermi level of the metal and let $\phi'$ be its height once the field is on. Formulas use energies in joules; numbers are quoted in eV. An electron at the barrier top has energy $\phi'+p^2/2m$, with $m$ its mass in the dielectric. If $\phi'\gg kT$, the Fermi function there is a Boltzmann factor. Suppose that the states at the top are filled in equilibrium with the metal and that every electron moving outward escapes. With two spin states per phase-space volume $h^3$, the current density is
\begin{align}
J&=\frac{2q}{h^3}\,e^{-\phi'/kT}\int_0^\infty\frac{p_x}{m}e^{-p_x^2/2mkT}\,dp_x
\int e^{-p_\parallel^2/2mkT}\,d^2p_\parallel \nonumber\\
&=\frac{2q}{h^3}\,e^{-\phi'/kT}\,(kT)(2\pi mkT)
=A^*T^2e^{-\phi'/kT},\qquad A^*=\frac{4\pi qmk^2}{h^3}.
\end{align}
For half the free-electron mass, $A^*=60.1$ A/(cm$^2$K$^2$).

The field enters through $\phi'$. At a distance $x$ from the metal the electron's energy is
\begin{equation}
U(x)=\phi-qFx-\frac{q^2}{16\pi\epsilon_0\epsilon_r x},
\end{equation}
where the last term is the attraction to the image charge and $\epsilon_r$ is the optical permittivity. Setting $dU/dx=0$ gives $qF=q^2/(16\pi\epsilon_0\epsilon_rx_m^2)$, so the top lies at
\begin{equation}
x_m=\sqrt{\frac{q}{16\pi\epsilon_0\epsilon_rF}} .
\end{equation}
At that point the two negative terms are equal, and the lowering is $\Delta\phi=2qFx_m$. With $\epsilon_r=2.0$ and $F=0.05$ V/nm, $x_m=1.90$ nm and $\Delta\phi=2(0.05)(1.897)=0.190$ eV. This Schottky lowering does not contain $\phi$. It is therefore the same for every patch, provided that the patches are wide enough to be treated separately, and $\phi'=\phi-\Delta\phi$.

\subsection*{The average over patches}

Write $\phi=\phi_m+\sigma z$, where $z$ has a normal distribution of zero mean and unit variance, and define $s=\sigma/kT$. The area-averaged current is
\begin{equation}
\langle J\rangle=A^*T^2e^{-(\phi_m-\Delta\phi)/kT}\,\langle e^{-sz}\rangle,\qquad
\langle e^{-sz}\rangle=\frac{1}{\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-z^2/2-sz}\,dz .
\end{equation}
Since $(z+s)^2=z^2+2sz+s^2$, the exponent can be rewritten as
\begin{equation}
-\frac{z^2}{2}-sz=-\frac{(z+s)^2}{2}+\frac{s^2}{2}. \label{square}
\end{equation}
The first term is a displaced Gaussian, whose normalized integral is 1. What remains is $\langle e^{-sz}\rangle=e^{s^2/2}$.

Now define the apparent barrier $\phi_{\rm ap}$ as the single zero-field barrier that gives this current at the same $T$, $F$ and $A^*$:
\begin{equation}
e^{-\phi_{\rm ap}/kT}=e^{-\phi_m/kT+s^2/2}.
\end{equation}
Taking logarithms, multiplying by $-kT$ and using $kT\,s^2/2=\sigma^2/2kT$ gives
\begin{equation}
\boxed{\;\phi_{\rm ap}=\phi_m-\frac{\sigma^2}{2kT}\;}
\end{equation}

At 300 K, $kT=0.025852$ eV, so
\begin{equation}
\frac{\sigma^2}{2kT}=\frac{(0.10)^2}{2(0.025852)}\ \text{eV}=0.193\ \text{eV},\qquad
\phi_{\rm ap}=1.400-0.193=1.207\ \text{eV}.
\end{equation}
Direct quadrature of the average gives the same shift; it is listed in the numerical output below. The mean barrier has dropped out of the shift, but it still sets the current. If all patches had the mean barrier, the current density would be $2.5\times10^{-14}$ A/cm$^2$. Here $s=3.868$, and the spread multiplies the current by $e^{s^2/2}=1775$, to $4.5\times10^{-11}$ A/cm$^2$.

\subsection*{Which patches carry the current?}

Equation (\ref{square}) also answers this. Weighting each barrier by its current turns the original Gaussian into another of the same width, centred at $z=-s$, that is, at
\begin{equation}
\phi_m-\frac{\sigma^2}{kT}=1.400-0.387=1.013\ \text{eV}.
\end{equation}
This is 3.87 standard deviations below the mean. Only $5.5\times10^{-5}$ of the area has a barrier below this value, yet that area carries half the current, because the value is the centre of the current-weighted Gaussian.

The apparent barrier lies higher, at 1.207 eV, because the low patches occupy so little area. A uniform electrode with a barrier of 1.013 eV would emit much more.

The Boltzmann approximation is safe for these patches. With the field on, their barrier is $1.013-0.190=0.823$ eV, about $32kT$, and zero barrier lies another eight widths down.

\subsection*{The Arrhenius slope is a different barrier}

Let $\beta=1/kT$. If $\phi_m$, $\sigma$ and the field are held fixed as the temperature changes,
\begin{equation}
\ln\frac{\langle J\rangle}{T^2}=\ln A^*-\beta(\phi_m-\Delta\phi)+\frac{\beta^2\sigma^2}{2}.
\end{equation}
The activation energy is minus the derivative with respect to $\beta$:
\begin{equation}
E_a=\phi_m-\Delta\phi-\beta\sigma^2=1.400-0.190-0.387=0.823\ \text{eV}.
\end{equation}
The apparent barrier at the same field is $1.207-0.190=1.017$ eV. The factor of two between the shifts comes from the quadratic term: dividing $\beta^2\sigma^2/2$ by $\beta$ gives $\beta\sigma^2/2$, while differentiating it gives $\beta\sigma^2$.

The missing half appears in the intercept. The tangent to the plot at 300 K, extended to $\beta=0$, meets the axis at $\ln A^*-\beta^2\sigma^2/2$, with $\beta$ taken at 300 K. Read as a Richardson constant, this is $60.1/1775=0.034$ A/(cm$^2$K$^2$). In this model a small fitted prefactor and a low slope energy have the same origin.

The plot is also curved. At 378 K the shift of $\phi_{\rm ap}$ is 0.153 eV instead of 0.193 eV, so the apparent barrier rises by 0.040 eV on heating.

\subsection*{The standard deviation alone is not enough}

Suppose instead that half the area has barrier $\phi_m-\sigma$ and half has $\phi_m+\sigma$. The mean and standard deviation are unchanged, but
\begin{equation}
\langle e^{-sz}\rangle=\tfrac12(e^s+e^{-s})=\cosh s .
\end{equation}
For $s=3.868$, $e^{-s}$ is negligible beside $e^s$, and the shift is close to
\begin{equation}
kT(s-\ln2)=\sigma-kT\ln2=0.100-0.018=0.082\ \text{eV}.
\end{equation}
This is less than half the Gaussian result, since no patch lies deeper than one $\sigma$. For $s\ll1$, on the other hand, $\ln\cosh s\simeq s^2/2$, and the two distributions agree to leading order. Your exercise has $s\simeq3.9$, so its answer rests on the shape of the low tail.

Suppose the Gaussian holds down to $\phi_m-c\sigma$ and the patches below that are missing. Using (\ref{square}) with the lower limit $z=-c$,
\begin{equation}
\frac{1}{\sqrt{2\pi}}\int_{-c}^{\infty}e^{-z^2/2-sz}\,dz
=e^{s^2/2}\,\Phi(c-s),
\end{equation}
where $\Phi$ is the cumulative normal distribution. I have not renormalized the remaining area; for $c=3$ only about 0.1\% of it is missing. That cutoff leaves the fraction $\Phi(3-3.868)=0.193$ of the current, and the shift becomes
\begin{equation}
0.193+0.02585\ln(0.193)=0.151\ \text{eV}.
\end{equation}

\subsection*{Large and small electrodes}

A finite electrode has a natural cutoff, because it may contain no patch from the far tail. For $N$ independent patches, a rough estimate of the deepest one follows from $N\Phi(-c)=1$.

Take square patches 100 nm wide. An electrode of 1 mm$^2$ has $N=10^8$, which gives $c=5.61$. About 4\% of the ideal current belongs to barriers beyond that point, and losing it changes the shift by only $0.02585\ln(0.96)\simeq-0.001$ eV.

A square electrode of side 10 $\mu$m has $N=10^4$. The cutoff estimate then gives a shift of 0.172 eV. In a simulation of 400 such electrodes with random barriers, the median current corresponded to 0.181 eV. The sharp cutoff is thus rough, but it gets the direction right: a typical small electrode has a higher apparent barrier than the infinite one. The expected current density is still the ideal average, since averaging is linear. Rare electrodes with an unusually low patch make up the difference.

This also shows where the formula must fail on cooling. The important barriers move down as $\sigma^2/kT$, while a given electrode has a lowest patch. Once the formula calls for barriers well below that patch, the predicted shift is too large.

\subsection*{Are the patches really independent?}

Only approximately, even when they are much wider than $x_m$. To see the correction, take a low patch as a disc of radius $R$ whose barrier is $\delta$ below that of its surroundings. Solving Laplace's equation above a plane with this step in potential gives, on the axis, a reduction in electron energy of
\begin{equation}
\delta\int_0^R\frac{x\,r\,dr}{(r^2+x^2)^{3/2}}
=\delta\left(1-\frac{x}{\sqrt{x^2+R^2}}\right)\simeq\delta\left(1-\frac{x}{R}\right),
\qquad x\ll R .
\end{equation}
At the barrier top the patch has therefore lost about $\delta x_m/R$ of its advantage. A disc with the area of our square patch has $R=56.4$ nm. For the patches at the centre of the current, with surroundings at the mean barrier, this is $0.387(1.90/56.4)=0.013$ eV. Finding the maximum of the full potential numerically gives 0.0135 eV.

If every patch deviation is multiplied by the same factor, $1-x_m/R=0.9664$, then $\sigma^2$ is multiplied by $0.9664^2=0.934$, and the shift falls from 0.193 to about 0.181 eV. That estimate holds on the patch axis only. Near an edge the surroundings count for more: averaging the current over the whole area of a random array of such squares gives a shift of at most about 0.168 eV.

The term $\delta x/R$ acts like a field that opposes the applied one. The two are equal when $R=\delta/qF=0.387/0.05=7.7$ nm. The independent-patch average becomes poor well before that. For a low square patch with the area of a disc of radius 30 nm, the barrier inferred from its average current is already about 0.05 eV, or $2kT$, higher than for an isolated patch.

\subsection*{Tunnelling and scattering}

These effects change the absolute barrier that you would infer from a current, but hardly touch the disorder shift.

Electrons slightly below the top can tunnel, and some above it are reflected. A WKB calculation for the image-force barrier gives a current 1.64 times the classical one, both for a patch at the mean and for one at 1.013 eV. Ignoring this would lower the inferred barrier by $kT\ln1.64=0.013$ eV. WKB leaves out reflection by the steep image potential close to the metal. Solving the wave equation with the bottom of the metal's band 5 to 10 eV below the Fermi level reduces the factor to between about 1.03 and 1.15, depending on the band depth and on the electron mass assumed in the metal (half or one free mass), again nearly the same for both patches, so 0.013 eV is an overestimate.

Scattering in the dielectric sends some electrons back to the metal. Let $n_m$ be the electron density at the top, $n_0$ its equilibrium value, and $v_R=\sqrt{kT/2\pi m}$ the thermal emission velocity. The net particle flux is $j=v_R(n_0-n_m)$. Beyond the top, drift and diffusion with diffusion constant $D=\mu kT/q$ give
\begin{equation}
j=-D\,e^{-U/kT}\frac{d}{dx}\left(n\,e^{U/kT}\right).
\end{equation}
Multiply by $e^{U/kT}/D$ and integrate outward from $x_m$ at constant $j$. Far away $n\,e^{U/kT}$ tends to zero, so
\begin{equation}
j=v_Dn_m,\qquad
v_D=D\left[\int_{x_m}^{\infty}e^{[U(x)-U(x_m)]/kT}\,dx\right]^{-1}.
\end{equation}
Putting $n_m=j/v_D$ into the first flux equation gives $j(1+v_R/v_D)=v_Rn_0$. The emission current is thus multiplied by $1/(1+v_R/v_D)$.

For a mobility of 1 cm$^2$/Vs, $v_R=3.80\times10^6$ cm/s and $v_D=2.19\times10^5$ cm/s. The factor is $1/(1+17.35)=0.0545$, and it would raise the inferred barrier by $-kT\ln0.0545=0.075$ eV. This counts only the scattering beyond the top. At this mobility the mean free path is about 0.04 nm, far shorter than $x_m$, so electrons must also diffuse up to the top. Including that part gives a factor of about 0.037 and a rise of about 0.085 eV. A path shorter than the spacing of atoms also means that free flight and coherent tunnelling are doubtful pictures here, so these corrections are only rough guides. Of the two effects in this section, scattering thus gives the larger correction to the absolute barrier. In very wide patches the potential on both sides of the top has the same shape, so the factor is common to them and cancels from the disorder shift. For a 100 nm patch at the centre of the current the cancellation is not complete, but on the patch axis only about 0.003 eV remains.

\subsection*{How close is this to a real low-k film?}

The permittivity is a rough value for a porous organosilicate film, and the image-force formula treats the film as uniform, although $x_m$ is comparable with typical pore sizes. The field of 0.5 MV/cm is well below breakdown fields, which are roughly several MV/cm. The mean barrier and the spread are those given in your exercise, not values derived for a particular metal; the electron mass, the patch width and the mobility are assumptions. The mobility is the least certain: a lower one would reduce the current further and raise the inferred barrier by more than the estimates above. For the 1 mm$^2$ electrode the ideal current is only $4.5\times10^{-13}$ A, so a measurement at this field would be demanding. Real films also contain traps. If transport through them limits the current, the leakage is no longer electrode-limited and this analysis does not give the barrier; I have not estimated that case. Even when emission does limit the current, the 0.193 eV shift holds only for independent patches; for the 100 nm squares assumed here, coupling to the neighbours already lowers it to at most about 0.168 eV. It also needs a Gaussian tail that continues to about six standard deviations; a cutoff at four already reduces it to 0.178 eV. A measured width near the centre of the distribution does not establish that, and the cutoff at three standard deviations shows what is at stake: 0.151 eV instead of 0.193 eV.

\section*{Numbers as computed}
\begin{verbatim}
temperature: 300 K; kT: 0.025852 eV
standard deviation sigma: 0.10 eV; s = sigma/kT: 3.8682
mean zero-field barrier: 1.40 eV
field: 0.50 MV/cm; optical permittivity: 2.0
mass: 0.50 free masses; mobility: 1.0 cm2/Vs
average enhancement, quadrature: 1774.7
average enhancement, formula: 1774.7
barrier shift, quadrature: 0.1934 eV
barrier shift, formula: 0.1934 eV
apparent zero-field barrier: 1.2066 eV
centre of current-carrying barriers: 1.0132 eV
their depth below the mean: 0.3868 eV = 3.87 sigma
width of current-weighted distribution: 0.1000 eV
area fraction below that centre: 5.48e-05
Arrhenius energy + Schottky lowering: 1.0132 eV
Arrhenius energy at this field: 0.8234 eV
Schottky lowering: 0.1897 eV
distance of barrier top from metal: 1.897 nm
apparent barrier at this field: 1.0169 eV
Richardson constant: 60.09 A/cm2K2
current density, all patches at mean: 2.520e-14 A/cm2
current density, Gaussian patches: 4.473e-11 A/cm2
barrier shift at 378 K: 0.1535 eV
current share left if tail is cut at 3 sigma: 0.1926
barrier shift with tail cut at 3 sigma: 0.1508 eV
patch side: 100 nm; electrode: 1.0 mm2
number of patches: 1.00e+08
typical deepest patch: 5.61 sigma below mean
share of ideal current beyond it: 0.0406
small electrode side: 10 um; patches: 10000
small electrode, median shift of 400: 0.1806 eV
small electrode, cutoff estimate: 0.1722 eV
tunnelling factor, low patch: 1.640
tunnelling factor, mean patch: 1.640
change of apparent barrier, tunnelling: -0.0128 eV
thermal emission velocity v_R: 3.804e+06 cm/s
drift-diffusion velocity v_D: 2.192e+05 cm/s
current factor from scattering: 0.0545
change of apparent barrier, scattering: +0.0752 eV
radius of disc with the patch area: 56.4 nm
rise of low-patch barrier, surroundings: 0.0135 eV
radius at which depth/radius equals field: 7.74 nm
\end{verbatim}
